# The minimum of the electron inelastic mean free path in jellium: test program

```python
# Inelastic mean free path lam of an electron in jellium (golden rule, RPA), Hartree a.u.
# E=k^2/2 from band bottom, xi=E-EF, L=Im(-1/eps), eps = Lindhard, wp = plasma frequency.
# Under test: 1/lam = A/(pi E), A = int dq/q int_0^Om L dw, Om = min(kq-q^2/2, xi);
#  xi->0: A -> J xi^2, J = int_0^{2kF} dq/(q^2 eps(q,0))^2;
#  plasmon threshold k_th = min_q [w_pl(q)/q + q/2], square-root onset;
#  large E: A -> (pi wp/4)[ln(E/E0) - c/E], E0 = wp^2/(2 qbar^2), c = 1.5 wp + 0.3 EF,
#  ln qbar = int dlnq [2W/(pi wp) - 1/(1+q^2)], W(q) = int L dw;
#  lam has one minimum, above threshold, whose position falls as rs grows.
import numpy as np
from numpy import pi
from scipy.constants import physical_constants as pc
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, logit

HA = pc['Hartree energy in eV'][0]
ANG = pc['Bohr radius'][0]*1e10
FS = pc['atomic unit of time'][0]*1e15

def gl(n, panels=1):
    x, w = np.polynomial.legendre.leggauss(n)
    x = (np.arange(panels)[:, None] + 0.5*(x + 1))/panels
    return x.ravel(), np.tile(0.5*w/panels, panels)

def g(x, deriv=False):
    # g=(1-x^2)ln((x+1)/(x-1))+2x or its derivative; real part for real x; series if |x|>4
    x = np.asarray(x); f = x.ravel(); out = np.empty_like(f)
    big = np.abs(f) > 4
    s = f[~big]
    if np.iscomplexobj(f):
        lg = np.log((s + 1)/(s - 1))
    else:
        lg = np.log(np.abs(s + 1) + 1e-300) - np.log(np.abs(s - 1) + 1e-300)
    out[~big] = 4 - 2*s*lg if deriv else (1 - s*s)*lg + 2*s
    inv = 1/f[big]; inv2 = inv*inv; acc = np.zeros_like(inv)
    for n in range(14, -1, -1):
        acc = acc*inv2 + (-4/(2*n + 3) if deriv else 4/((2*n + 1)*(2*n + 3)))
    out[big] = acc*(inv2 if deriv else inv)
    return out.reshape(x.shape)

def static_J(rs):
    kF = (9*pi/4)**(1/3)/rs; a = np.sqrt(4*kF/pi)
    f = lambda q: 1/(q*q + a*a*float(g(q/(2*kF)))/(2*q/kF))**2
    pts = [p for p in (a, 5*a, 20*a) if p < 2*kF]
    return quad(f, 0, 2*kF, points=pts, epsabs=0, epsrel=1e-9, limit=200)[0]

X1, W1 = gl(24); X2, W2 = gl(6, 48); XQ, WQ = gl(32)
U = np.exp(np.arange(-22, 22, 0.4))

class Jellium:
    def __init__(s, rs):
        s.kF = (9*pi/4)**(1/3)/rs; s.EF = s.kF**2/2
        s.wp = np.sqrt(3/rs**3); s.a2 = 4*s.kF/pi
        s.qc = brentq(lambda q: float(1 + s.y(q, q*s.kF + q*q/2)), 0.05*s.kF, 3*s.kF, xtol=1e-15)
        s.t = np.linspace(-7, 16, 1200); q = s.qc*expit(s.t)
        w, wt = s.plasmon(q); h = w/q + q/2
        s.h = CubicSpline(s.t, h)
        s.P = CubicSpline(s.t, wt*expit(-s.t)).antiderivative()
        i = int(np.argmin(h)); dh = s.h.derivative()
        s.tth = brentq(lambda t: float(dh(t)), s.t[i - 2], s.t[i + 2])
        s.kth = float(s.h(s.tth)); s.Eth = s.kth**2/2
    def y(s, q, w):   # eps-1 (real part only when w is real)
        z = q/(2*s.kF); u = w/(q*s.kF)
        return s.a2/q**2*(g(z - u) + g(z + u))/(8*z)
    def im(s, q, w):
        z = q/(2*s.kF); u = w/(q*s.kF)
        return s.a2/q**2*pi/(8*z)*(np.maximum(0, 1 - (z - u)**2) - np.maximum(0, 1 - (z + u)**2))
    def loss(s, q, w):
        b = s.im(q, w)
        return b/((1 + s.y(q, w))**2 + b*b)
    def plasmon(s, q):
        lo = q*s.kF + q*q/2; hi = lo + 2*s.wp
        for _ in range(60):
            m = 0.5*(lo + hi); pos = 1 + s.y(q, m) > 0
            hi = np.where(pos, m, hi); lo = np.where(pos, lo, m)
        z = q/(2*s.kF); u = hi/(q*s.kF)
        return hi, pi/(s.a2/q**2*(g(z + u, True) - g(z - u, True))/(8*z*q*s.kF))
    def pair_inner(s, q, top, mom=0):
        q = q[:, None]; top = top[:, None]
        wplus = q*s.kF + q*q/2; wm = np.abs(q*s.kF - q*q/2)
        up = np.where(q < 2*s.kF, np.minimum(top, wm), 0.0)
        w = up*(1 - (1 - X1)**2)
        r = np.sum(s.loss(q, w)*w**mom*up*2*(1 - X1)*W1, axis=1)
        dmax = np.minimum(q*q, 2*q*s.kF)
        tlo = logit(np.clip((wplus - top)/dmax, 1e-10, 1 - 1e-9))
        span = np.maximum(tlo, 16.0) - tlo
        t = tlo + span*X2; sg = expit(t); w = wplus - dmax*sg
        return r + np.sum(s.loss(q, w)*w**mom*dmax*sg*(1 - sg)*span*W2, axis=1)
    def A_pair(s, E, pauli=True):
        k = np.sqrt(2*E); xi = E - s.EF
        br = [0.0, s.qc, 2*s.kF, k - s.kF, k + s.kF]
        if 2*xi < s.kF**2:
            r = np.sqrt(s.kF**2 - 2*xi); br += [s.kF - r, s.kF + r]
        br = sorted(b for b in br if b <= k + s.kF)
        m = np.sin(pi*XQ/2)**2; dm = pi/2*np.sin(pi*XQ)*WQ; qs = []; ws = []
        for a, b in zip(br[:-1], br[1:]):
            if b - a < 1e-13: continue
            if a == 0: qs.append(b*m); ws.append(dm/m)
            else: qs.append(a*(b/a)**m); ws.append(np.log(b/a)*dm)
        q = np.concatenate(qs); top = np.maximum(k*q - q*q/2, 0)
        if pauli: top = np.minimum(top, xi)
        return float(np.sum(np.concatenate(ws)*s.pair_inner(q, top)))
    def A_pl(s, E):
        k = np.sqrt(2*E)
        if k <= s.kth: return 0.0
        f = lambda t: float(s.h(t)) - k
        t1 = brentq(f, s.t[0], s.tth)
        t2 = s.t[-1] if f(s.t[-1]) <= 0 else brentq(f, s.tth, s.t[-1])
        return float(s.P(t2) - s.P(t1))
    def A(s, E): return s.A_pair(E) + s.A_pl(E)
    def lam(s, E): return pi*E/s.A(E)
    def f(s, q, w):
        yy = s.y(q, w); return yy/(1 + yy)
    def W_imag(s, q): return 0.4*np.sum(U*s.f(q[:, None], 1j*U).real, axis=1)
    def A_contour(s, E, n=3000):
        # rotated contour, raw kinematic limits, no knowledge of the plasmon pole
        k = np.sqrt(2*E); h = np.log(2*k/0.01)/n
        q = 0.01*np.exp(h*(np.arange(n) + 0.5)); Om = np.minimum(k*q - q*q/2, E - s.EF)
        rest = 0.4*np.sum(U*s.f(q[:, None], Om[:, None] + 1j*U).real, axis=1)
        return h*np.sum(s.W_imag(q) - rest)

def argmin_E(fun, lo, hi):
    r = minimize_scalar(lambda x: fun(np.exp(x)), bounds=(np.log(lo), np.log(hi)),
                        method='bounded', options={'xatol': 1e-4})
    E = np.exp(r.x); assert 1.01*lo < E < 0.99*hi
    return E, r.fun

def slope_xi(j, xi, h=0.01):   # d ln A / d ln xi
    return np.log(j.A(j.EF + xi*np.exp(h))/j.A(j.EF + xi*np.exp(-h)))/(2*h)

j = Jellium(2.0); kF, EF, wp = j.kF, j.EF, j.wp
# Lindhard formula against the momentum integral; real-axis form against complex form
xp, wq = gl(200); p = kF*xp[:, None]; cth = 2*xp - 1
for q, w in [(0.5, 0.4 + 0.2j), (2.5, 3 + 0.5j), (0.1, 0.7 + 0.1j)]:
    D = p*q*cth + q*q/2
    chi = 2/(2*pi)**2*np.sum(p*p*kF*wq[:, None]*2*wq*(1/(w - D) - 1/(w + D)))
    assert abs(-4*pi/q**2*chi/j.y(q, w) - 1) < 1e-7
for q, w in [(0.8, 0.2), (0.8, 0.8), (2.5, 3.0)]:
    assert abs(j.y(q, w + 1e-10j) - (j.y(q, w) + 1j*j.im(q, w))) < 1e-7
# Im eps against counting occupied -> empty pairs on a grid
n = 1500; mid = (np.arange(n) + 0.5)/n; q = 0.8
for w1, w2 in [(0.0, 0.2), (0.5, 1.0)]:
    pz = ((w1 + (w2 - w1)*mid - q*q/2)/q)[:, None]; s2 = kF**2*mid
    vol = pi*kF**2*(w2 - w1)/q*np.mean((pz**2 + s2 < kF**2) & ((pz + q)**2 + s2 > kF**2))
    cnt = 4*pi/q**2*pi*2/(2*pi)**3*vol
    assert abs(cnt/quad(lambda w: j.im(q, w), w1, w2)[0] - 1) < 2e-3
    if w1 == 0: assert abs(cnt/(w2**2/q**3) - 1) < 2e-3
# f-sum rule, W on real against imaginary axis, limits of W, plasmon dispersion
qs = j.qc*np.array([0.3, 0.9, 0.99, 1.05, 1.5, 4.0]); inf = np.full(6, 1e3)
w_pl, wt = j.plasmon(qs[:3]); w_pl = np.r_[w_pl, 0, 0, 0]; wt = np.r_[wt, 0, 0, 0]
assert np.allclose(j.pair_inner(qs, inf, 1) + w_pl*wt, pi*wp**2/2, rtol=1e-4, atol=0)
assert np.allclose(j.pair_inner(qs, inf) + wt, j.W_imag(qs), rtol=1e-4, atol=0)
Wl = j.W_imag(np.array([0.01, 50.0]))
assert abs(Wl[0]/(pi*wp/2) - 1) < 1e-3 and abs(Wl[1]/(pi*wp**2/2500) - 1) < 2e-3
alpha = 0.3*kF**2/wp
assert abs((j.plasmon(np.array([0.05]))[0][0] - wp)/0.05**2/alpha - 1) < 1e-2
# prefactor: rate from a raw (q, cos theta) grid below threshold
xi = 5/HA; k = np.sqrt(2*(EF + xi)); Q = 2*k*mid[:, None] + 0*mid; Wg = k*Q*mid - Q*Q/2
ok = (Wg > 0) & (Wg < xi)
rate = 2/(2*pi)**3*2*pi*4*pi*np.sum(j.loss(Q[ok], Wg[ok]))*2*k/n**2
assert abs(k/rate/j.lam(EF + xi) - 1) < 3e-3
# contour road; tolerance set by the midpoint rule across the plasmon step
for x in (10, 50, 1000):
    assert abs(j.A_contour(EF + x/HA)/j.A(EF + x/HA) - 1) < 2e-3
# low-energy law, Quinn-Ferrell limit, role of Pauli blocking of the probe
J = static_J(2.0); x0 = 0.02/HA
assert abs(j.A(EF + x0)/(J*x0**2) - 1) < 5e-3
def qf_ratio(rs):
    kf = (9*pi/4)**(1/3)/rs
    return 2*static_J(rs)/(pi*kf)/(np.sqrt(3)*pi**2/128*np.sqrt(3/rs**3)*4/kf**4)
assert abs(qf_ratio(1e-3) - 1) < 1e-2
rp = j.A_pair(EF + 0.2/HA)/j.A_pair(EF + 0.1/HA)
An = j.A_pair(EF + 0.1/HA, False); rn = j.A_pair(EF + 0.2/HA, False)/An
assert abs(rp - 4) < 0.1 and abs(rn - 1) < 0.05
assert slope_xi(j, 5/HA) - (5/HA)/(EF + 5/HA) < 1.9
# threshold from the sign of eps on the kinematic boundary; interior minimum; onset law
for fac, allowed in ((0.999, False), (1.001, True)):
    k = fac*j.kth; qq = np.linspace(0.05, min(j.qc, k - kF), 4000)[:-1]
    assert bool(np.max(1 + j.y(qq, k*qq - qq*qq/2)) > 0) == allowed
qth = j.qc*expit(j.tth)
assert kF + qth < j.kth < kF + j.qc
assert abs(j.A_pl(j.Eth + 4e-5)/j.A_pl(j.Eth + 1e-5) - 2) < 0.04
# high-energy law
xl, wl = gl(60); lnqbar = 0.0
for a, b in ((-7, np.log(2*kF)), (np.log(2*kF), 7)):
    qq = np.exp(a + (b - a)*xl)
    lnqbar += (b - a)*np.sum(wl*(2*j.W_imag(qq)/(pi*wp) - 1/(1 + qq*qq)))
qbar = np.exp(lnqbar); E0 = wp**2/(2*qbar**2); c = 1.5*wp + 0.3*EF
Ea, Eb, Ec = 1e3/HA, 5e3/HA, 1e4/HA
c_num = Ea*(np.log(Ea/E0) - 4*j.A(Ea)/(pi*wp))
assert abs(c_num/c - 1) < 0.1
assert abs(j.A(Ec)/(pi*wp/4*np.log(Ec/E0)) - 1) < 1e-3
assert abs((j.A_pl(Ec) - j.A_pl(Eb))/np.log(2)/(pi*wp/4) - 1) < 1e-2
assert 1 < j.A_pair(Ec)/j.A_pair(Ec/4) < 1.03
# monotone A, single minimum, pairs-only minimum
Es = EF + np.geomspace(0.5, 3000, 50)/HA; As = np.array([j.A(E) for E in Es])
assert np.all(np.diff(As) > 0)
assert np.sum(np.diff(np.sign(np.diff(Es/As))) != 0) == 1
Emin, lmin = argmin_E(j.lam, j.Eth, 5*j.Eth)
Epair, lpair = argmin_E(lambda E: pi*E/j.A_pair(E), 1.2*EF, 10*j.Eth)
assert lpair > lmin and np.e*E0 < j.Eth
Eest = brentq(lambda E: np.log(E/E0) - 1 - 2*c/E, E0, 1e3)

print(f"1 hartree = {HA:.4f} eV; 1 bohr = {ANG:.6f} A")
print(f"rs = 2 bohr: kF = {kF:.4f}, kTF = {np.sqrt(j.a2):.4f} 1/bohr")
print(f"EF = {EF:.4f} Ha = {EF*HA:.2f} eV; wp = {wp:.4f} Ha = {wp*HA:.2f} eV")
print(f"alpha = {alpha:.4f} Ha bohr^2; qc = {j.qc:.4f} 1/bohr")
print(f"q at threshold = {qth:.4f}, k_th = {j.kth:.4f}, kF+qc = {kF + j.qc:.4f} 1/bohr")
print(f"E_th = {j.Eth*HA:.2f} eV; xi_th = {(j.Eth - EF)*HA:.2f} eV")
print(f"xi at k = kF+qc: {((kF + j.qc)**2/2 - EF)*HA:.2f} eV")
print(f"J = {J:.4f} bohr^3; lam xi^2 -> {pi*EF/J*ANG*HA**2:.1f} A eV^2")
print(f"tau xi^2 -> {pi*kF/(2*J)*FS*HA**2:.2f} fs eV^2")
print(f"rate / Quinn-Ferrell: {qf_ratio(2.0):.4f} (rs=2), {qf_ratio(1e-3):.4f} (rs=0.001)")
print(f"A(0.2 eV)/A(0.1 eV): {rp:.3f} blocked, {rn:.3f} unblocked probe")
print(f"lam(0.1 eV): {j.lam(EF + 0.1/HA)*ANG:.4g} A blocked, {pi*(EF + 0.1/HA)/An*ANG:.2f} A unblocked")
print(f"qbar = {qbar:.4f} 1/bohr; E0 = {E0*HA:.3f} eV; e*E0 = {np.e*E0*HA:.2f} eV")
print(f"c = {c*HA:.2f} eV (formula), {c_num*HA:.2f} eV (full A at E = 1 keV)")
print(f"pi wp/4 = {pi*wp/4:.4f} Ha; A_pair = {j.A_pair(Ec/4):.4f}, {j.A_pair(Ec):.4f} Ha at E = 2.5, 10 keV")
print("xi/eV, A/Ha, lam/A, plasmon share, -dln lam/dln xi, dlnA/dlnE, asymptote/A")
for x in (0.5, 1, 2, 5, 10, 20, 30, 50, 100, 200, 500, 1000):
    xi = x/HA; E = EF + xi; a = j.A(E); sl = slope_xi(j, xi)
    if x <= 20: tail = f"xi^-2: {pi*EF/(J*xi*xi)*ANG:.2f}"
    else: tail = (f"ln: {4*E/(wp*np.log(E/E0))*ANG:.2f}, "
                  f"ln-c/E: {4*E/(wp*(np.log(E/E0) - c/E))*ANG:.2f}")
    print(f"{x:6.1f} {a:.5f} {pi*E/a*ANG:8.2f} {j.A_pl(E)/a:.3f} {sl - xi/E:6.3f} {sl*E/xi:6.3f} {tail}")
print(f"minimum: E = {Emin*HA:.1f} eV, xi = {(Emin - EF)*HA:.1f} eV, A = {j.A(Emin):.4f} Ha")
print(f"lam_min = {lmin:.3f} bohr = {lmin*ANG:.3f} A; plasmon share = {j.A_pl(Emin)/j.A(Emin):.3f}")
print(f"two-term estimate: E = {Eest*HA:.1f} eV, xi = {(Eest - EF)*HA:.1f} eV")
print(f"pairs only: minimum at xi = {(Epair - EF)*HA:.1f} eV, lam = {lpair*ANG:.2f} A")
print("rs/bohr, EF/eV, wp/eV, xi_th/eV, xi_min/eV, E_min/eV, xi_min/wp, E_min/E_th, lam_min/A")
xm = []
for rs in (1.0, 1.5, 2.0, 3.0, 4.0):
    m = Jellium(rs); Em, lm = argmin_E(m.lam, m.Eth, 5*m.Eth); xm.append((Em - m.EF)*HA)
    for fr in (0.5, 0.95):   # lam still falling below threshold
        xi = fr*(m.Eth - m.EF)
        assert slope_xi(m, xi)*(m.EF + xi)/xi > 1
    print(f"{rs:.1f} {m.EF*HA:6.2f} {m.wp*HA:6.2f} {(m.Eth - m.EF)*HA:6.2f} {xm[-1]:6.1f} "
          f"{Em*HA:6.1f} {(Em - m.EF)/m.wp:.2f} {Em/m.Eth:.2f} {lm*ANG:.2f}")
assert np.all(np.diff(xm) < 0) and xm[0] > 50 > xm[-1]
print("all assertions hold")
```

Printed output:

```
1 hartree = 27.2114 eV; 1 bohr = 0.529177 A
rs = 2 bohr: kF = 0.9596, kTF = 1.1053 1/bohr
EF = 0.4604 Ha = 12.53 eV; wp = 0.6124 Ha = 16.66 eV
alpha = 0.4511 Ha bohr^2; qc = 0.6996 1/bohr
q at threshold = 0.6428, k_th = 1.6435, kF+qc = 1.6592 1/bohr
E_th = 36.75 eV; xi_th = 24.22 eV
xi at k = kF+qc: 24.93 eV
J = 0.5789 bohr^3; lam xi^2 -> 979.0 A eV^2
tau xi^2 -> 46.63 fs eV^2
rate / Quinn-Ferrell: 0.9954 (rs=2), 1.0000 (rs=0.001)
A(0.2 eV)/A(0.1 eV): 3.982 blocked, 1.017 unblocked probe
lam(0.1 eV): 9.913e+04 A blocked, 12.44 A unblocked
qbar = 1.2762 1/bohr; E0 = 3.133 eV; e*E0 = 8.52 eV
c = 28.75 eV (formula), 29.20 eV (full A at E = 1 keV)
pi wp/4 = 0.4810 Ha; A_pair = 0.7953, 0.7978 Ha at E = 2.5, 10 keV
xi/eV, A/Ha, lam/A, plasmon share, -dln lam/dln xi, dlnA/dlnE, asymptote/A
   0.5 0.00019  4164.38 0.000  1.940 51.536 xi^-2: 3915.95
   1.0 0.00075  1104.95 0.000  1.883 26.471 xi^-2: 978.99
   2.0 0.00287   309.46 0.000  1.780 13.928 xi^-2: 244.75
   5.0 0.01598    67.03 0.000  1.538  6.390 xi^-2: 39.16
  10.0 0.05529    24.89 0.000  1.349  4.039 xi^-2: 9.79
  20.0 0.19936     9.97 0.000  1.232  3.003 xi^-2: 2.45
  30.0 0.67583     3.84 0.354  1.061  2.504 ln: 2.07, ln-c/E: 2.80
  50.0 1.13658     3.36 0.460 -0.156  0.805 ln: 2.65, ln-c/E: 3.13
 100.0 1.57928     4.35 0.548 -0.523  0.411 ln: 3.99, ln-c/E: 4.30
 200.0 1.95809     6.63 0.613 -0.673  0.284 ln: 6.40, ln-c/E: 6.61
 500.0 2.42384    12.92 0.677 -0.770  0.210 ln: 12.77, ln-c/E: 12.91
1000.0 2.76524    22.37 0.714 -0.811  0.179 ln: 22.26, ln-c/E: 22.37
minimum: E = 56.0 eV, xi = 43.4 eV, A = 1.0291 Ha
lam_min = 6.278 bohr = 3.322 A; plasmon share = 0.437
two-term estimate: E = 38.3 eV, xi = 25.7 eV
pairs only: minimum at xi = 35.7 eV, lam = 5.71 A
rs/bohr, EF/eV, wp/eV, xi_th/eV, xi_min/eV, E_min/eV, xi_min/wp, E_min/E_th, lam_min/A
1.0  50.11  47.13  70.52  132.3  182.4 2.81 1.51 3.81
1.5  22.27  25.66  37.72   68.8   91.1 2.68 1.52 3.51
2.0  12.53  16.66  24.22   43.4   56.0 2.61 1.52 3.32
3.0   5.57   9.07  12.99   22.8   28.4 2.52 1.53 3.11
4.0   3.13   5.89   8.36   14.5   17.7 2.46 1.54 2.98
all assertions hold
```
